# Two-pulse echo modulation for one electron and one spin-1/2 nucleus: test program

```python
"""Two-pulse electron spin echo modulation for S = I = 1/2.

Result under test, for the sequence pi/2 - tau - pi - tau - echo:
  V = 1 - (k/4) [2 - 2 cos(wa tau) - 2 cos(wb tau)
                 + cos((wa+wb) tau) + cos((wa-wb) tau)]
  wa, wb = sqrt((wI +- A/2)^2 + B^2/4),  k = (B wI / (wa wb))^2
for H = offset Sz + wI Iz + A Sz Iz + B Sz Ix.
wI: nuclear Zeeman frequency; A, B: secular and pseudosecular coupling;
wa, wb: nuclear frequencies for electron spin up and down; k: depth.
All Hamiltonians are stored as frequencies in MHz, all times in microseconds.
The reference side is density-matrix propagation of the four-level system.
"""
import numpy as np

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
S = [np.kron(m, one) for m in (sx, sy, sz)]
I = [np.kron(one, m) for m in (sx, sy, sz)]
Sx, Sy, Sz = S


def propagator(H, t):
    energy, vec = np.linalg.eigh(H)
    return (vec * np.exp(-2j * np.pi * energy * t)) @ vec.conj().T


def hamiltonian(nu_I, A, B, offset=0.0):
    return offset * Sz + nu_I * I[2] + A * Sz @ I[2] + B * Sz @ I[0]


# A Hamiltonian Sx (1 MHz) acting for 1/4 microsecond rotates by pi/2.
PULSE_90 = propagator(Sx, 0.25)
PULSE_180 = propagator(Sx, 0.5)


def echo(H, taus, delay=0.0, p90=PULSE_90, p180=PULSE_180):
    """Complex signal <Sy> + i <Sx> at time tau + delay after the pi pulse."""
    result = []
    start = p90 @ Sz @ p90.conj().T
    for tau in np.atleast_1d(taus):
        U = propagator(H, tau + delay) @ p180 @ propagator(H, tau)
        rho = U @ start @ U.conj().T
        result.append(np.trace(rho @ Sy).real + 1j * np.trace(rho @ Sx).real)
    return np.array(result)


def nuclear_frequencies(nu_I, A, B):
    return np.hypot(nu_I + A / 2, B / 2), np.hypot(nu_I - A / 2, B / 2)


def depth(nu_I, A, B):
    na, nb = nuclear_frequencies(nu_I, A, B)
    return (B * nu_I / (na * nb)) ** 2


def formula(nu_I, A, B, tau):
    na, nb = nuclear_frequencies(nu_I, A, B)
    c = lambda nu: np.cos(2 * np.pi * nu * tau)
    bracket = 2 - 2 * c(na) - 2 * c(nb) + c(na + nb) + c(na - nb)
    return 1 - depth(nu_I, A, B) / 4 * bracket


def level_data(nu_I, A, B):
    """Nuclear frequencies and transition probabilities by diagonalization."""
    E, v = np.linalg.eigh(hamiltonian(nu_I, A, B, offset=1000.0))
    prob = 4 * np.abs(v.conj().T @ Sx @ v) ** 2
    return E[3] - E[2], E[1] - E[0], prob[3, 1], prob[3, 0]


# Model parameters: isotropic coupling plus axial dipolar tensor.
nu_I, a_iso, T, theta = 5.0, 1.0, 2.0, np.pi / 4
axis = np.array([np.sin(theta), 0, np.cos(theta)])
tensor = a_iso * np.eye(3) + T * (3 * np.outer(axis, axis) - np.eye(3))
A = a_iso + T * (3 * np.cos(theta) ** 2 - 1)
B = 3 * T * np.sin(theta) * np.cos(theta)
assert np.allclose(tensor[2], [B, 0, A])

# General formula against propagation, random couplings, signs and offsets.
rng = np.random.default_rng(4)
taus = np.linspace(0, 3, 121)
worst = 0.0
for _ in range(8):
    p = rng.uniform(-8, 8, 3)
    sim = echo(hamiltonian(*p, offset=rng.uniform(-50, 50)), taus)
    worst = max(worst, np.max(np.abs(sim - formula(*p, taus))))
    fa, fb = nuclear_frequencies(*p)
    product = 1 - 2 * depth(*p) * (np.sin(np.pi * fa * taus)
                                   * np.sin(np.pi * fb * taus)) ** 2
    assert np.max(np.abs(sim - product)) < 1e-9
assert worst < 1e-9

# Frequencies and depth from eigenvalues and eigenvectors.
na, nb, P_allowed, P_forbidden = level_data(nu_I, A, B)
k = depth(nu_I, A, B)
assert np.allclose([na, nb], nuclear_frequencies(nu_I, A, B), atol=1e-9)
assert abs(4 * P_allowed * P_forbidden - k) < 1e-9
assert abs(P_allowed + P_forbidden - 1) < 1e-9

# Signed amplitudes extracted from the simulated echo.
H = hamiltonian(nu_I, A, B)
long_taus = np.arange(0, 20, 0.01)
simulated = echo(H, long_taus).real
lines = [na, nb, na + nb, na - nb]
columns = [np.ones_like(long_taus)]
columns += [np.cos(2 * np.pi * f * long_taus) for f in lines]
columns += [np.sin(2 * np.pi * f * long_taus) for f in lines]
basis = np.array(columns).T
amp = np.linalg.lstsq(basis, simulated, rcond=None)[0]
assert np.max(np.abs(basis @ amp - simulated)) < 1e-7
expected = [1 - k / 2, k / 2, k / 2, -k / 4, -k / 4, 0, 0, 0, 0]
assert np.allclose(amp, expected, atol=1e-7)
assert simulated.min() >= 1 - 2 * k - 1e-9

# An inhomogeneous line refocuses at the echo time and not beside it.
offsets = np.arange(-100.0, 101.0)
weight = np.exp(-offsets ** 2 / (2 * 20.0 ** 2))
weight /= weight.sum()


def line_average(delay):
    return sum(w * echo(hamiltonian(nu_I, A, B, d), 0.5, delay)[0]
               for w, d in zip(weight, offsets))


on_echo, off_echo = line_average(0.0), line_average(0.05)
assert abs(on_echo - formula(nu_I, A, B, 0.5)) < 1e-9
assert abs(off_echo) < 1e-3

# Full hyperfine tensor: the error must fall as the electron Zeeman term grows.
coupling = sum(tensor[i, j] * S[i] @ I[j] for i in range(3) for j in range(3))
field_error = []
for nu_S in (1000.0, 10000.0):
    full = nu_S * Sz + nu_I * I[2] + coupling
    deviation = echo(full, taus) - formula(nu_I, A, B, taus)
    field_error.append(np.max(np.abs(deviation)))
assert field_error[1] < 0.02 and field_error[1] < 0.2 * field_error[0]

# Long weak pulses on one allowed transition: modulation must nearly vanish.
nu_1 = 0.02
H_res = hamiltonian(nu_I, A, B, offset=-(na - nb) / 2)
t_90 = 1 / (4 * nu_1 * np.sqrt(P_allowed))
soft_90 = propagator(H_res + nu_1 * Sx, t_90)
soft = np.abs(echo(H_res, taus, p90=soft_90, p180=soft_90 @ soft_90))
hard = echo(H, taus).real
soft_swing = np.ptp(soft) / soft.mean()
hard_swing = np.ptp(hard) / hard.mean()
assert soft_swing < 0.05 and hard_swing > 0.5

# Special cases: no modulation, full depth, weak coupling, short time.
assert np.allclose(echo(hamiltonian(nu_I, A, 0), taus), 1, atol=1e-9)
assert np.allclose(echo(hamiltonian(0, A, B), taus), 1, atol=1e-9)
nu_full = np.sqrt(A ** 2 + B ** 2) / 2
_, _, pa, pf = level_data(nu_full, A, B)
k_full = 4 * pa * pf
assert abs(k_full - 1) < 1e-9
_, _, pa, pf = level_data(3 * nu_I, A, B)
k_high = 4 * pa * pf
k_weak = (B / (3 * nu_I)) ** 2
assert abs(k_high / k_weak - 1) < 0.03
t_short = 0.005
loss = 1 - echo(H, t_short)[0].real
loss_quartic = (2 * np.pi) ** 4 * (B * nu_I) ** 2 * t_short ** 4 / 8
assert abs(loss / loss_quartic - 1) < 0.02

print(f"nuclear Zeeman frequency nu_I = {nu_I:.3f} MHz")
print(f"isotropic coupling a = {a_iso:.3f} MHz")
print(f"dipolar coupling T = {T:.3f} MHz")
print(f"angle theta = {np.degrees(theta):.1f} degrees")
print(f"A/2pi = {A:.3f} MHz")
print(f"B/2pi = {B:.3f} MHz")
print(f"nu_alpha = {na:.4f} MHz")
print(f"nu_beta = {nb:.4f} MHz")
print(f"sum frequency = {na + nb:.4f} MHz")
print(f"difference frequency = {na - nb:.4f} MHz")
print(f"allowed probability P_a = {P_allowed:.5f}")
print(f"forbidden probability P_f = {P_forbidden:.5f}")
print(f"depth k = {k:.5f}")
names = ["constant", "nu_alpha", "nu_beta", "sum", "difference"]
for name, value in zip(names, amp[:5]):
    print(f"simulated cosine amplitude, {name}: {value:+.5f}")
for t in (0.05, 0.10, 0.20, 0.50, 1.00):
    print(f"tau = {t:.2f} us: V simulated {echo(H, t)[0].real:.5f}, "
          f"formula {formula(nu_I, A, B, t):.5f}")
low = np.argmin(simulated)
print(f"lowest simulated V, tau below 20 us: {simulated[low]:.5f}")
print(f"  reached at tau = {long_taus[low]:.2f} us")
print(f"lower bound 1 - 2k = {1 - 2 * k:.5f}")
print(f"nu_I for full depth = {nu_full:.4f} MHz, k there = {k_full:.5f}")
print(f"k at nu_I = {3 * nu_I:.1f} MHz: {k_high:.5f}")
print(f"weak-coupling estimate (B/omega_I)^2 there: {k_weak:.5f}")
print(f"1 - V at tau = {1000 * t_short:.1f} ns: {loss:.4e}")
print(f"quartic estimate there: {loss_quartic:.4e}")
print(f"largest formula error, random cases: {worst:.1e}")
print(f"line-averaged echo, tau = 0.50 us: {on_echo.real:.5f}")
print(f"line-averaged signal 0.05 us later: {abs(off_echo):.1e}")
print(f"high-field error at nu_S = 1 GHz: {field_error[0]:.1e}")
print(f"high-field error at nu_S = 10 GHz: {field_error[1]:.1e}")
print(f"soft-pulse strength nu_1 = {nu_1:.3f} MHz")
print(f"peak-to-peak/mean of echo, hard pulses: {hard_swing:.3f}")
print(f"peak-to-peak/mean of echo, soft pulses: {soft_swing:.4f}")
print("success")
```

Output:

```
nuclear Zeeman frequency nu_I = 5.000 MHz
isotropic coupling a = 1.000 MHz
dipolar coupling T = 2.000 MHz
angle theta = 45.0 degrees
A/2pi = 2.000 MHz
B/2pi = 3.000 MHz
nu_alpha = 6.1847 MHz
nu_beta = 4.2720 MHz
sum frequency = 10.4567 MHz
difference frequency = 1.9127 MHz
allowed probability P_a = 0.91161
forbidden probability P_f = 0.08839
depth k = 0.32232
simulated cosine amplitude, constant: +0.83884
simulated cosine amplitude, nu_alpha: +0.16116
simulated cosine amplitude, nu_beta: +0.16116
simulated cosine amplitude, sum: -0.08058
simulated cosine amplitude, difference: -0.08058
tau = 0.05 us: V simulated 0.83006, formula 0.83006
tau = 0.10 us: V simulated 0.46936, formula 0.46936
tau = 0.20 us: V simulated 0.94229, formula 0.94229
tau = 0.50 us: V simulated 0.99095, formula 0.99095
tau = 1.00 us: V simulated 0.88982, formula 0.88982
lowest simulated V, tau below 20 us: 0.35667
  reached at tau = 7.84 us
lower bound 1 - 2k = 0.35536
nu_I for full depth = 1.8028 MHz, k there = 1.00000
k at nu_I = 15.0 MHz: 0.03955
weak-coupling estimate (B/omega_I)^2 there: 0.04000
1 - V at tau = 5.0 ns: 2.7269e-05
quartic estimate there: 2.7396e-05
largest formula error, random cases: 5.8e-14
line-averaged echo, tau = 0.50 us: 0.99095
line-averaged signal 0.05 us later: 1.3e-07
high-field error at nu_S = 1 GHz: 4.1e-03
high-field error at nu_S = 10 GHz: 4.1e-04
soft-pulse strength nu_1 = 0.020 MHz
peak-to-peak/mean of echo, hard pulses: 0.766
peak-to-peak/mean of echo, soft pulses: 0.0128
success
```
